# Judd–Ofelt selection rules and the 0–0 line of Eu³⁺, part 2

The problem is how the electric dipole line between $F={}^7\mathrm F_0$ and $D={}^5\mathrm D_0$ of Eu³⁺ ($4f^6$) gains strength in a crystal field. Energies are in cm⁻¹; line strengths $S$ are in cm², without $e^2$. $(\dots;\dots)$ is a 3j symbol, $\{\dots;\dots\}$ a 6j symbol, and $C^k_q$ a Racah harmonic.

The odd field is $V=\sum_{tp}A_{tp}\sum_ir_i^tC^t_p(i)$, $t$ odd; the even field is $V_e=\sum_{kq}B_{kq}\sum_iC^k_q(i)$. Hermiticity requires $A_{t,-p}=(-1)^pA_{tp}^*$, and likewise for $B_{kq}$. With $D_q=\sum_ir_iC^1_q(i)$, $V$ mixes in states $x$ of $4f^{N-1}n'l'$:

$$D_{q,fi}=-\sum_x\left[\frac{\langle f|D_q|x\rangle\langle x|V|i\rangle}{E_x-E_i}+\frac{\langle f|V|x\rangle\langle x|D_q|i\rangle}{E_x-E_f}\right].$$

Closure gives each configuration one energy $\Delta_{l'}\gg E_i,E_f$. Then, with $U^\lambda_Q=\sum_iu^\lambda_Q(i)$, $\langle3\|u^\lambda\|3\rangle=1$, $c_1=\langle3\|C^1\|l'\rangle$, $c_t=\langle l'\|C^t\|3\rangle$,

$$D_q=\sum_{\lambda Q}X^\lambda_{qQ}U^\lambda_Q,\qquad X^\lambda_{qQ}=-(-1)^{Q+\lambda}(2\lambda+1)\sum_t(1\,t\,\lambda;q\,p\,{-Q})A_{tp}\,\Xi(t,\lambda),\quad p=Q-q,$$

$$\Xi(t,\lambda)=\sum_{l'}\{1\,t\,\lambda;3\,3\,l'\}\,c_1c_t\,\langle4f|r|l'\rangle\langle l'|r^t|4f\rangle\left[\frac1{\Delta_{l'}-E_i}+\frac{(-1)^\lambda}{\Delta_{l'}-E_f}\right],$$

$$S=\sum_{\lambda=2,4,6}\Omega_\lambda|\langle f\|U^\lambda\|i\rangle|^2,\qquad\Omega_\lambda=(2\lambda+1)\sum_{tp}\frac{|A_{tp}|^2\,\Xi(t,\lambda)^2}{2t+1}.$$

The bracket is $2/\Delta_{l'}$ for even $\lambda$; odd ranks are dropped, and rank 0 connects no different states. From $J=0$ only $J'=2,4,6$ are reached. The magnetic dipole operator is $L+gS$. These rules were checked numerically in $f^6$ and in a model $f^2$ ion with $fd$ and $fg$ excited configurations.

$V_e$ mixes $J$, turning $F,D$ into $F',D'$. With $u_{\gamma a}=\langle\gamma\lambda\|U^\lambda\|a\rangle$, the first-order admixture of $|\gamma\lambda Q\rangle$ in a $J=0$ level $a$, and the resulting amplitude with $S_{00}=\sum_q|\langle F'|D_q|D'\rangle|^2$, are

$$c^a_{\gamma Q}=\frac{B_{\lambda Q}\langle3\|C^\lambda\|3\rangle u_{\gamma a}}{\sqrt{2\lambda+1}\,(E_a-E_\gamma)},$$

$$\langle F'|D_q|D'\rangle=\sum_{\lambda=2,4,6}\frac{\langle3\|C^\lambda\|3\rangle K_\lambda}{2\lambda+1}\sum_QB^*_{\lambda Q}X^\lambda_{qQ},\qquad K_\lambda=\sum_{\gamma,\,J_\gamma=\lambda}u_{\gamma F}u_{\gamma D}\left[\frac1{E_F-E_\gamma}+\frac1{E_D-E_\gamma}\right].$$

⁷F₂ lies $E_2$ above ⁷F₀. In LS coupling the squared element $u^2$ between ⁷F₀ and ⁷F$_\lambda$ is $1/7$ for $\lambda=2,4,6$. With $\langle3\|C^2\|3\rangle^2=28/15$, the first-order weight of ⁷F₂, $M=0$ in ⁷F₀ is

$$c_{20}^2=\frac{28}{15}\cdot\frac17\cdot\frac15\left(\frac{B_{20}}{E_2}\right)^2=\frac4{75}\left(\frac{B_{20}}{E_2}\right)^2.$$

If this admixture alone is kept, at a site where $B_{20}$ is the only rank-2 parameter, $S_{00}\approx c_{20}^2\,S(^5\mathrm D_0\to{}^7\mathrm F_2,M=0)$. The line borrows from the $M=0$ component, of strength $(X^2_{00})^2u^2/5$, and not from the whole band $\Omega_2u^2$, where $u$ is now the ⁷F₂–⁵D₀ element. That element needs spin–orbit mixing: with $\zeta=1$ cm⁻¹ the program finds $u^2=1.2\times10^{-9}$, while the three ⁷F elements are 0.14286.

Site symmetry decides whether anything can be borrowed. A $J=0$ state of even parity is invariant under every rotation and reflection, so $F'$ and $D'$, which grow out of such states, are invariant under the site group $G$. For $g\in G$ the vector $\mathbf d=\langle F'|\mathbf D|D'\rangle=\langle F'|g^{-1}\mathbf Dg|D'\rangle$ equals its own image under $g$. A nonzero vector survives only if $G$ fixes a direction, which leaves $C_1$, $C_s$, $C_n$ and $C_{nv}$. The argument does not use perturbation theory. The formula shows the same thing for a threefold axis. There $Q$ and $p$ are multiples of 3, so $q=Q-p=0$. The pair $p=\pm3$ of the odd field is $2\,\mathrm{Re}(A_{t3}r^tC^t_3)$, even under the mirror $\phi\to-\phi$ for real $A_{t3}$ and odd for imaginary $A_{t3}$. A twofold axis along $y$ is that mirror times inversion, so real $B_{\lambda3}$ suits both $C_{3v}$ and $D_3$, while $D_3$ needs an odd field that is odd under the mirror: imaginary $A_{t3}$ and $A_{t0}=0$. The terms $Q=p=3$ and $Q=p=-3$ have equal 3j symbols, since sign reversal costs $(-1)^{1+t+\lambda}=+1$, and $B^*_{\lambda,-3}A_{t,-3}=B_{\lambda3}A^*_{t3}$. Their sum is proportional to $2\,\mathrm{Re}(B^*_{\lambda3}A_{t3})$, finite for $C_{3v}$ and zero for $D_3$. The pair $p=Q=\pm6$, possible only for $t=7$, $\lambda=6$, behaves alike: the field is $2\,\mathrm{Re}(A_{76}r^7C^7_6)$, so $D_3$ needs imaginary $A_{76}$ with real $B_{66}$, and the pair sums to $2\,\mathrm{Re}(B^*_{66}A_{76})=0$.

For numbers, take $H_0=\sum_kF^k\sum_{i<j}C^k(i)\cdot C^k(j)+\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$ on $f^6$ with round parameters of the rough size known for Eu³⁺: $F^2=80000$, $F^4=60000$, $F^6=40000$, $\zeta=1300$ cm⁻¹. The levels ⁷F₀ to ⁷F₆ come at 0, 380, 1043, 1892, 2858, 3892, 4958 cm⁻¹ and ⁵D₀ at 16441 cm⁻¹. The ground level is 0.930 ⁷F and 0.067 ⁵D; the upper is 0.779 ⁵D and 0.062 ⁷F. The squared elements to ⁷F₂, ⁷F₄, ⁷F₆ are 0.1371, 0.1400, 0.1453 from ⁷F₀, near $1/7$, and 0.00346, 0.00248, 0.00022 from ⁵D₀. The magnetic element is $|\langle{}^7\mathrm F_1\|L+gS\|{}^5\mathrm D_0\rangle|^2=0.117$. The model site is $C_{3v}$ with $B_{20}=600$, $B_{40}=-500$, $B_{43}=400$, $B_{60}=300$ cm⁻¹, one 5d channel with $\Delta=10^5$ cm⁻¹ and $\langle4f|r|5d\rangle=5.0\times10^{-9}$ cm, and $A_{tp}\langle r^t\rangle=2000,5000,3000,3000,2000$ cm⁻¹ for $tp=10,30,33,50,53$.

With $\langle r^t\rangle$ moved from $\Xi$ into $A_{tp}$, $\Xi$ is in cm². For $t=1$, $\lambda=2$, $c_1c_t=\sqrt3\cdot(-\sqrt3)=-3$ and $\{1\,1\,2;3\,3\,2\}=\sqrt{14}/35$, so $\Xi(1,2)=2(\sqrt{14}/35)(-3)(5.0\times10^{-9})/10^5=-3.207\times10^{-14}$; likewise $\Xi(3,2)=1.143\times10^{-14}$. Counting $p=\pm3$ twice,

$$\Omega_2=5\left[\frac{2000^2(3.207\times10^{-14})^2}{3}+\frac{(5000^2+2\cdot3000^2)(1.143\times10^{-14})^2}{7}\right]=1.087\times10^{-20}\ \text{cm}^2,$$

and $\Omega_4=2.776$, $\Omega_6=1.186$ in the same unit. Without the even field, $S(^7\mathrm F_2)=1.087\times10^{-20}\times0.00346=3.76\times10^{-23}$ cm², the ⁷F₄ and ⁷F₆ strengths are 6.88 and 0.262 in units of $10^{-23}$ cm², and those to $J=0,1,3,5$ are zero. With $(1\,1\,2;0\,0\,0)=\sqrt{2/15}$ and $(1\,3\,2;0\,0\,0)=-\sqrt{3/35}$,

$$X^2_{00}=-5\left[\sqrt{\tfrac2{15}}\,(2000)(-3.207\times10^{-14})-\sqrt{\tfrac3{35}}\,(5000)(1.143\times10^{-14})\right]=2.008\times10^{-10}\ \text{cm},$$

so the $M=0$ share of the band is $(X^2_{00})^2/5\Omega_2=0.742$, a strength of $2.79\times10^{-23}$ cm². The LS estimate is $c_{20}^2=(4/75)(600/1043)^2=0.01765$; replacing $1/7$ by 0.1371 gives 0.01694. The leading estimate is $S_{00}=0.01694\times2.79=0.0473$ in units of $10^{-23}$ cm², an amplitude of $6.88\times10^{-13}$ cm.

The full first-order sum is considerably smaller. Fix the relative phase of $F$ and $D$ so that the ⁷F₂ term of $K_2$ is positive. Since $\langle3\|C^2\|3\rangle=-1.3663$ is negative while $B_{20}$ and $X^2_{00}$ are positive, the formula then gives a negative leading amplitude; the amplitudes below are quoted with their common sign reversed, which leaves $S_{00}$ unchanged. The leading part of $K_2$ is $\sqrt{0.1371\times0.00346}/1043=2.09\times10^{-5}$ cm. The same level enters with the second denominator, of opposite sign, as ⁷F₂ mixed into ⁵D₀; this multiplies the term by $1-1043/15398$ and gives $1.95\times10^{-5}$. The other $J=2$ levels bring $K_2$ to $1.9135\times10^{-5}$ cm, and the rank-2 amplitude is $1.3663\times1.9135\times10^{-5}\times600\times2.008\times10^{-10}/5=6.30\times10^{-13}$ cm. Rank 4 adds $0.10\times10^{-13}$ and rank 6 adds $-1.09\times10^{-13}$ cm. The total, $5.31\times10^{-13}$ cm, gives $S_{00}=0.0282\times10^{-23}$ cm². The rank-6 term is unexpectedly large: $K_6=-1.91\times10^{-5}$ cm is as big as $K_2$, although ⁷F₆ can supply only $\sqrt{0.1453\times0.00022}\,(1/4958-1/11483)\approx0.06\times10^{-5}$ cm in magnitude. Nearly all of $K_6$ therefore comes from higher $J=6$ levels. Two $J=6$ levels of mainly quintet character, at 22576 and 24996 cm⁻¹, supply $-1.02\times10^{-13}$ cm of the rank-6 amplitude: $-0.78\times10^{-13}$ cm by mixing into ⁵D₀ and $-0.23\times10^{-13}$ cm by mixing into ⁷F₀. In this model the picture of borrowing from ⁷F₂ alone has the right order of magnitude, but the other admixtures lower the first-order strength to 0.60 of the leading estimate. These figures depend on the free-ion parameters: with $F^2=83125$, $F^4=59268$, $F^6=42560$, $\zeta=1338$ cm⁻¹ and the configuration-interaction terms $\alpha L(L+1)+\beta G(G_2)+\gamma G(R_7)$ with $\alpha=20.16$, $\beta=-566.9$, $\gamma=1500$ cm⁻¹, the two $J=6$ levels move to 25498 and 27058 cm⁻¹, the rank-6 amplitude becomes $-0.88\times10^{-13}$ cm and the factor 0.64, while the exact $S_{00}$ given below is unchanged to the digits shown.

Diagonalizing $H_0+V_e$ exactly in $f^6$, with the closure dipole operator, gives $S_{00}=0.0208\times10^{-23}$ cm². The first-order value exceeds this by about 35% of the exact value, and the leading estimate is 2.3 times the exact value. The discrepancy is of higher order in $V_e$ and not a fault of the formula, for with the even field scaled by $10^{-3}$ the ratio of exact to first-order strength is 0.9997. The exact ⁷F₂, $M=0$ weight in the ground state is 0.0129, or 0.76 of its first-order value, close to the factor 0.74 by which $S_{00}$ falls; with the upper state left unperturbed, this smaller admixture lowers the ⁷F₂ part of the amplitude from 6.88 to 6.00 in units of $10^{-13}$ cm, while the whole amplitude falls from 5.31 to 4.56, so it is large enough to account for the fall. The remaining pieces are not individually constant: the other ⁷F admixtures, the non-⁷F admixtures into the ground state, the mixing of the upper state and the cross terms change by $+0.17$, $-0.29$, $-0.09$ and $+0.34$ in the same unit, and largely cancel. The line lies at 16456 cm⁻¹, or 608 nm, with a transition dipole of $2.2\times10^{-4}$ debye. The measured position is roughly $1.7\times10^4$ cm⁻¹, and a four-parameter free-ion model with round values is not expected to match it. The strength ratio is $S_{00}/S_{02}=0.0052$. Photon emission rates from a common upper level go as $\nu^3S$, and with equal refractive-index factors for the two bands $I_{00}/I_{02}=0.0064$.

The other forbidden lines appear too. Labelled by their dominant $J$, the strengths to ⁷F₀ through ⁷F₆, from exact eigenstates of $H_0+V_e$ and the closure dipole operator, are 0.021, 0.002, 4.015, 0.106, 6.520, 0.040, 0.192 in units of $10^{-23}$ cm². Their sum is 10.90, against 10.91 without mixing. Mixing confined to the ⁷F states is a unitary change of the final basis and would conserve the sum exactly. The full calculation also mixes the upper state and brings non-⁷F states into the final levels. Neither effect is bound by that conservation, so the near equality of the two sums does not show that each is small; mixing the final states alone gives 10.74 and mixing the upper state alone gives 11.08. All these strengths also rest on $E_i,E_f\ll\Delta$, which the model meets only roughly, since $E(^5\mathrm D_0)/\Delta=0.16$. Keeping the unequal denominators, with $\Delta$ measured from ⁷F₀, raises $S_{00}$ and the ⁷F₂, ⁷F₄, ⁷F₆ strengths by 21 to 26% ($S_{00}$ becomes 0.0252, while $S_{00}/S_{02}$ moves only to 0.0051). It also restores the odd ranks, which give ⁷F₁, ⁷F₃, ⁷F₅ strengths of 0.015, 0.042, 0.0015 without the even field and 0.030, 0.228, 0.052 with it. The closure values for the odd-$J$ lines therefore show the J-mixing part only, and for ⁷F₁ that part is the smaller one. With only the $p=\pm3$ odd terms, the $C_{3v}$ choice gives $S_{00}=5.7\times10^{-28}$ cm², and the $D_3$ choice gives zero to rounding error.

J mixing is not the only route to a 0–0 line. Return to the sum over $x$ with good $J$ but without closure. The dipole takes a $J=0$ state only to $J_x=1$, and the odd field returns from $J_x=1$ to $J=0$ only through $t=1$. With one energy for the configuration the result is the rank-0 operator, which vanishes off the diagonal even for unequal $E_i$ and $E_f$. Once the excited configuration is split, the energy denominators depend on $x$ and the cancellation fails. In the $f^2$ model the ¹S₀–³P₀ strength is at rounding level for an unsplit configuration, rises to $9\times10^{-4}$ of the strongest line when the spin–orbit coupling of the remaining f electron is kept in the excited states, and returns to rounding level when the $t=1$ terms are removed. A $t=1$ field is itself an invariant vector and exists only at the polar sites, so both mechanisms obey the same symmetry condition, their amplitudes add, and the presence of the line does not tell them apart. Within the leading estimate, J mixing ties $S_{00}$ to $B_{20}^2$ and to the $M=0$ part of the ⁷F₂ band, whereas the second route needs no even field. Their relative size in Eu³⁺ depends on the structure of the excited configurations, which the $f^6$ model does not contain.

## Computed results

```
f2 test: Delta_d = 100000, Delta_g = 200000 cm^-1, random weak t=1..7 field
f2 exact vs formula, max relative amplitude deviation = 1.1e-10
f2 S(3P0-3H5)/S(3P0-3H4) at Delta x1,x10,x20 = 2.494e-03 1.725e-05 4.231e-06
f2 S(1S0-3P0)/Smax: unsplit 8e-22, split 9.33e-04, split without t=1 7e-22
f6 closure: J' reached from 5D0: [2, 4, 6]
f6 closure: J' reached from 7F1: [1, 2, 3, 4, 5, 6, 7]
f6 closure: J' reached from 7F3: [1, 2, 3, 4, 5, 6, 7, 8, 9]
f6 one ordering only: J' reached from 5D0: [1, 2, 3, 4, 5, 6]
zeta=1 cm^-1: u^2(7F2,4,6;7F0) = 0.14286 0.14286 0.14286 ; u^2(7F2;5D0) = 1.2e-09
inputs: F2,F4,F6,zeta = 80000 60000 40000 1300 cm^-1
B20,B40,B43,B60 = 600 -500 400 300 cm^-1
A<r^t> 10,30,33,50,53 = 2000 5000 3000 3000 2000 cm^-1
Delta(5d) = 100000 cm^-1, <4f|r|5d> = 5.0e-09 cm
E(7F0..7F6) = 0 380 1043 1892 2858 3892 4958 ; E(5D0) = 16441 cm^-1
weights: 7F0 = 0.930 7F, 0.067 5D; 5D0 = 0.779 5D, 0.062 7F
|<7F1||L+gS||5D0>|^2 = 0.1172
u^2(7F2,4,6;7F0) = 0.1371 0.1400 0.1453
u^2(7F2,4,6;5D0) = 0.00346 0.00248 0.00022
<3||C^k||3>, k=2,4,6 = -1.3663 1.1282 -1.2774
Xi<r^t>^-1 (t,lam)=12,32,34,54,56: -3.207e-14 1.143e-14 2.234e-14 -3.622e-15 -2.430e-14 cm^2
Omega2,4,6 = 1.0869 2.7763 1.1860 1e-20 cm^2
no mixing, S(5D0-7F0..6) = 0.000 0.000 3.764 0.000 6.881 0.000 0.262 1e-23 cm^2
c20^2: LS (4/75)(B20/E2)^2 = 0.01765, first order = 0.01694, exact = 0.01290
X(lam=2,q=0,Q=0) = 2.0076e-10 cm
S(5D0-7F2,M=0) = 2.792 1e-23 cm^2, share of band = 0.742
K2,K4,K6 (phase: 7F2 term positive) = 1.9135e-05 -1.6682e-06 -1.9087e-05 cm
K2 from 7F2 mixed into 7F0 alone = 2.0895e-05 cm
0-0 amplitude, leading term = 6.8774e-13 cm
0-0 amplitude lam=2,4,6 (leading term positive) = 6.2983e-13 1.0002e-14 -1.0921e-13 cm
S00 leading 0.0473, first order 0.0282, exact 0.0208 1e-23 cm^2
field x 0.001: exact S00/scale^2 over first order = 0.99973
with mixing, S(5D0-7F0..6) = 0.021 0.002 4.015 0.106 6.520 0.040 0.192 1e-23 cm^2
0-0 line: 16456 cm^-1 = 607.7 nm
0-0 transition dipole = 2.191e-04 debye
S00/S02 exact = 0.00518; nu^3-weighted I00/I02 = 0.00641
p=3 odd terms only: S00 C3v = 5.654e-28 cm^2, D3/C3v = 3e-26
```
